# Scharfetter-Gummel flux: equilibrium and positive densities on coarse meshes

## The result

Let $n$ be the number density of electrons of charge $-e$, $\phi$ the electrostatic potential, and $u=e\phi/kT$. Across a mesh cell of width $h$, from node $i$ to node $i+1$, let $\delta=u_{i+1}-u_i$. The Scharfetter-Gummel (SG) particle flux is

$$F=\frac{D}{h}\left[B(-\delta)\,n_i-B(\delta)\,n_{i+1}\right],\qquad B(x)=\frac{x}{e^x-1},\quad B(0)=1. \tag{1}$$

It vanishes if and only if $n_{i+1}/n_i=e^\delta$, the Boltzmann ratio. With positive contact densities and nonnegative sources and decay rates, the discrete stationary density is positive for every one-dimensional mesh and every set of nodal potentials. The centred flux

$$F_c=\frac{D}{h}\left[\left(1+\frac{\delta}{2}\right)n_i-\left(1-\frac{\delta}{2}\right)n_{i+1}\right] \tag{2}$$

guarantees positive densities if $|\delta|<2$ in all cells. For larger steps it can oscillate and become negative; whether it does depends on the data.

The model has constant mobility $\mu>0$, Boltzmann statistics and the Einstein relation $D=\mu kT/e$. Electrons drift towards higher potential with velocity $+\mu\phi'$. Since $\mu\phi'=Du'$, the flux is

$$F=-Dn'+\mu n\phi'=-D(n'-nu'). \tag{3}$$

It is positive when electrons move towards larger $x$. The conventional electric current density is $-eF$; currents below are quoted as $eF$.

## Two cells by hand

Take two equal cells with $\delta=4$ in each, contact densities $n_0=1$ and $n_2=10$ in arbitrary units, and no sources. The one unknown, $n_1$, follows from equal fluxes in the two cells. The centred weights are $1+\delta/2=3$ and $1-\delta/2=-1$, so

$$3n_1+10=3\cdot1+n_1\quad\Longrightarrow\quad n_1=-\frac72 .$$

A negative density has appeared from positive data. The cause is the weight $-1$: a larger density on the right raises the flux to the right, whereas diffusion should lower it. If $n_2=2$, the same balance gives $3n_1+2=3+n_1$, hence $n_1=1/2$. This is positive, but lies outside the interval between the contact values. Thus $|\delta|>2$ does not by itself prove negativity.

The differential equation behaves differently. With $F$ and $u'=4/h$ constant, (3) has solutions $n=a+b\,e^{4x/h}$. Fitting the contacts gives

$$n_1=1+9\,\frac{e^4-1}{e^8-1}=1+\frac{9}{e^4+1},$$

because $e^8-1=(e^4-1)(e^4+1)$. The density stays near 1 and rises steeply close to the right contact. Centred differences replace this exponential by a straight line inside each cell. The remedy is to solve the flux equation inside the cell.

## Solving the flux equation in one cell

Assume that $u$ is linear and $F$ constant within a cell. Multiply $n'-u'n=-F/D$ by $e^{-u}$. The left side becomes a total derivative:

$$\left(ne^{-u}\right)'=-\frac{F}{D}e^{-u}.$$

Let $y$ be the distance from node $i$, so that $u=u_i+\delta y/h$. Integration over the cell gives

$$n_{i+1}e^{-u_{i+1}}-n_ie^{-u_i}
=-\frac{F}{D}e^{-u_i}\int_0^h e^{-\delta y/h}\,dy
=-\frac{Fh}{D}e^{-u_i}\frac{1-e^{-\delta}}{\delta}.$$

Multiply by $-e^{u_i}$ and solve for $F$:

$$F=\frac{D}{h}\,\frac{\delta}{1-e^{-\delta}}\left(n_i-e^{-\delta}n_{i+1}\right). \tag{4}$$

The prefactor is $B(-\delta)=-\delta/(e^{-\delta}-1)$. Its product with $e^{-\delta}$ is $\delta/(e^\delta-1)=B(\delta)$. This proves (1), and also

$$B(\delta)=e^{-\delta}B(-\delta). \tag{5}$$

Both weights are positive, since $x$ and $e^x-1$ have the same sign.

In the two-cell example the balance is now

$$[B(-4)+B(4)]\,n_1=B(-4)\cdot1+B(4)\cdot10 .$$

Dividing by $B(4)$ and using $B(-4)=e^4B(4)$ gives

$$n_1=\frac{e^4+10}{e^4+1}=1+\frac{9}{e^4+1},$$

the continuum value. Agreement at the nodes holds for any source-free problem in a uniform field, because the two assumptions made in the cell are then true.

### Limits and comparison with centred differences

At $\delta=0$, $F=D(n_i-n_{i+1})/h$, which is pure diffusion. For $\delta\to+\infty$, $B(-\delta)\to\delta$ and $B(\delta)\to0$, so $F\to D\delta n_i/h=\mu n_i(\phi_{i+1}-\phi_i)/h$. For $\delta\to-\infty$, $F\to-D|\delta|n_{i+1}/h$. In each case strong drift carries the density of the node from which the electrons come.

For moderate $\delta$, the sum and difference of the weights are

$$B(-\delta)-B(\delta)=\delta\frac{e^\delta-1}{e^\delta-1}=\delta,$$
$$\frac{B(-\delta)+B(\delta)}2=\frac\delta2\,\frac{e^\delta+1}{e^\delta-1}
=\frac\delta2\coth\frac\delta2\equiv C(\delta).$$

Hence $B(\mp\delta)=C\pm\delta/2$, and

$$F=\frac Dh\left[C(\delta)(n_i-n_{i+1})+\frac\delta2(n_i+n_{i+1})\right]. \tag{6}$$

The centred flux has $C=1$. Relative to it, SG increases the diffusion coefficient by the factor $C=1+\delta^2/12+O(\delta^4)$. For a smooth potential $\delta$ is proportional to $h$, so the two fluxes approach each other with a difference of order $h^2$. For large $|\delta|$, $C\to|\delta|/2$. In a uniform field this extra diffusion supplies the correct exponential profile.

## Equilibrium on any mesh

Define $s_i=n_ie^{-u_i}$. It is constant when the electrochemical potential is constant. Since $n_i-e^{-\delta}n_{i+1}=e^{u_i}(s_i-s_{i+1})$, (4) becomes

$$F_i=g_i(s_i-s_{i+1}),\qquad g_i=\frac{D}{h_i}B(-\delta_i)e^{u_i}>0, \tag{7}$$

where cell $i$ joins nodes $i$ and $i+1$. Each cell acts as a positive conductance. The flux is zero exactly when $s_i=s_{i+1}$, that is, when $n_{i+1}/n_i=e^{\delta_i}$.

Without sources, stationary flux has one value $F$ in all cells. Writing $s_i-s_{i+1}=F/g_i$ and summing over the $N$ cells gives

$$F=\frac{s_0-s_N}{\sum_{i=0}^{N-1}1/g_i}. \tag{8}$$

If the contacts obey $n_N/n_0=e^{u_N-u_0}$, then $s_N=s_0$ and $F=0$. All $s_i$ are then equal, and the density is Boltzmann's at every node, however coarse the mesh. Away from equilibrium, (8) gives the flux the correct direction, from larger to smaller $s$. The nodal potentials themselves may still be inaccurate; equilibrium is preserved relative to the potentials supplied.

Zero centred flux instead requires

$$\frac{n_{i+1}}{n_i}=\rho_i,\qquad \rho_i=\frac{1+\delta_i/2}{1-\delta_i/2}. \tag{9}$$

For $|\delta|<2$, $\ln\rho=\delta+\delta^3/12+\dots$, where all terms are odd and have positive coefficients. If all potential steps are below 2 and have one sign, the errors add, and equilibrium contact values produce a nonzero current. For mixed signs they may cancel. For $|\delta|>2$, $\rho$ is negative and zero flux itself demands alternating densities.

## Positivity with sources and time steps

Let node $i$ own the length $w_i=(h_{i-1}+h_i)/2$. With generation $G_i\ge0$ and linear decay rate $r_i\ge0$, stationary conservation reads

$$F_i-F_{i-1}+w_ir_in_i=w_iG_i. \tag{10}$$

Inserting (7) gives

$$g_i(s_i-s_{i+1})+g_{i-1}(s_i-s_{i-1})+w_ir_ie^{u_i}s_i=w_iG_i. \tag{11}$$

Suppose the smallest $s$ is zero or negative. The contact densities are positive, so this minimum lies at an interior node. There both differences in (11) are nonpositive, and so is the decay term. The right side is nonnegative. Every term must therefore vanish, and both neighbours have the same minimal $s$. Repeating the argument carries this value to a contact, which is a contradiction. Hence all $s_i$, and all $n_i=e^{u_i}s_i$, are positive.

The argument also shows that the linear system has one solution. For zero contact densities and zero sources it excludes a negative minimum. Applied to $-s$ it excludes a positive maximum, so the homogeneous solution is zero. A unit source at one node gives a nonnegative density everywhere, so the inverse matrix has no negative entry.

A backward Euler step of length $\tau$ adds $w_i(n_i-n_i^{\rm old})/\tau$ to the left of (10). This amounts to $r_i\to r_i+1/\tau$ and $G_i\to G_i+n_i^{\rm old}/\tau$. Positivity therefore holds for any $\tau>0$. A forward Euler step multiplies the old $n_i$ by

$$1-\tau r_i-\frac{\tau D}{w_i}\left[\frac{B(-\delta_i)}{h_i}+\frac{B(\delta_{i-1})}{h_{i-1}}\right],$$

while the inflow and generation terms are nonnegative. Keeping this factor nonnegative for all nodes suffices for nonnegative densities, but it limits $\tau$.

### Where the centred argument stops

If all $|\delta_i|<2$, choose $a_0=1$ and $a_{i+1}=\rho_ia_i$. All $a_i$ are positive. Since $(1-\delta_i/2)a_{i+1}=(1+\delta_i/2)a_i$, the centred flux is

$$F_{c,i}=\frac D{h_i}\left(1+\frac{\delta_i}{2}\right)a_i\left(\frac{n_i}{a_i}-\frac{n_{i+1}}{a_{i+1}}\right).$$

The preceding proof applies with $n_i/a_i$ in place of $s_i$. It stops applying when a step exceeds 2, because $a_i$ then changes sign.

For equal cells in a uniform field without sources, equating neighbouring fluxes gives

$$\left(1-\frac\delta2\right)(n_{i+1}-n_i)=\left(1+\frac\delta2\right)(n_i-n_{i-1}).$$

Successive differences form a geometric series of ratio $\rho$. Therefore, for $\delta\ne0,\pm2$,

$$n_i=n_0+(n_N-n_0)\frac{\rho^i-1}{\rho^N-1}. \tag{12}$$

With ten cells, $\delta=4$, $n_0=1$ and $n_{10}=10$, we have $\rho=-3$. The last interior density is $-2.0002$, against $1.1648$ from SG.

Tests on 300 random meshes and potentials found the SG inverse nonnegative to rounding accuracy. The centred inverse had negative entries in all 300 cases, and none beyond rounding after the potential steps had been reduced below 2.

## The coupled algorithm

Space-charge-limited current also requires Poisson's equation. In Gaussian units, with permittivity $\varepsilon$ and no fixed charge,

$$\varepsilon\phi''=4\pi en.$$

Measure length in the thickness $L$ and density in $n_s=\varepsilon kT/(4\pi e^2L^2)$. Substituting $\phi=kTu/e$ gives $u''=n$. The flux unit is $Dn_s/L$, so $D=1$ in scaled equations. The discrete equations at interior nodes are

$$P_i=\frac{\delta_i}{h_i}-\frac{\delta_{i-1}}{h_{i-1}}-w_in_i=0,\qquad Q_i=F_i-F_{i-1}=0. \tag{13}$$

1. Start with equal contacts at zero bias. Put $n_i=n_0e^{u_i}$ into $P_i=0$ and solve for $u$ by Newton's method.
2. Raise the bias by a few $kT/e$. Add the corresponding linear ramp to $u$ as the first guess.
3. Solve the linearized equations for corrections $\Delta u,\Delta n$, which vanish at the contacts:

$$\frac{\Delta\delta_i}{h_i}-\frac{\Delta\delta_{i-1}}{h_{i-1}}-w_i\Delta n_i=-P_i,\qquad \Delta F_i-\Delta F_{i-1}=-Q_i,$$

$$\Delta F_i=\frac{B(-\delta_i)\Delta n_i-B(\delta_i)\Delta n_{i+1}}{h_i}
-\frac{B'(-\delta_i)n_i+B'(\delta_i)n_{i+1}}{h_i}\Delta\delta_i .$$

4. Update and repeat until both corrections are negligible, then return to step 2 until the required bias is reached.

The derivative is

$$B'(x)=\frac1{e^x-1}-\frac{xe^x}{(e^x-1)^2}=\frac{B(x)}x[1-B(-x)].$$

Near $x=0$ use $B\simeq1-x/2+x^2/12$ and $B'\simeq-1/2+x/6$; elsewhere evaluate $e^x-1$ with a routine that avoids cancellation. The positivity proof does not cover intermediate Newton densities, because they do not in general solve the linear SG system. At convergence the density solves that system for the final potential, so the proof applies.

## A model insulator

Choose $L=100$ nm, $\varepsilon=3$, $\mu=10^{-3}$ cm²/(V s), $T=300$ K and an injecting contact density of $10^{18}$ cm⁻³. Then $kT/e=0.02585$ V, $D=2.585\times10^{-5}$ cm²/s and $n_s=4.286\times10^{14}$ cm⁻³. The contact Debye length is $2.07$ nm, so a mesh of ten 10 nm cells is deliberately coarse. These values define a test of the discretization, not a prediction for a real film. At the contact density the carriers are 10 nm apart, about five Debye lengths, and the Coulomb radius $e^2/(\varepsilon kT)$ is 18.6 nm, so image forces and the discreteness of charge, both absent from the model, would matter near a real contact. The mean fields at 2 and 8 V are 0.2 and 0.8 MV/cm, where the mobility of a low-mobility solid usually depends on field and density, and Joule heating (about 160 W/cm² at 8 V) is ignored.

### Unequal contacts at equilibrium

Let the right contact lie 0.8 V below the left one in electrostatic potential, with its density fixed by Boltzmann's ratio. The discrete Poisson-Boltzmann equation gives $\delta=-3.659$ in the first cell. SG returns

$$10^{18}e^{-3.659}=2.576\times10^{16}\ \text{cm}^{-3}$$

at 10 nm. The centred zero-flux ratio is $(1-1.8295)/(1+1.8295)=-0.2932$, which explains its value of $-2.932\times10^{17}$ cm⁻³ there; the actual centred flux is too small to alter these digits.

That flux is nevertheless nonzero. In the last cell $\delta=-3.0284$, so the left weight is $1+\delta/2=-0.5142$, and the left density is $-1.1065\times10^{12}$ cm⁻³. The right contact contributes negligibly. With $D/h=25.85$ cm/s,

$$eF_c=(1.602\times10^{-19}\,\text{C})(25.85\,\text{cm/s})(0.5142)(1.1065\times10^{12}\,\text{cm}^{-3})
=2.36\times10^{-6}\ \text{A/cm}^2.$$

This is a current at equilibrium, created by the discretization. The SG densities agree to rounding error with the Boltzmann values for the discrete potential. That potential is itself coarse: the continuum solution, $n=2\kappa^2/\sinh^2[\kappa(x+a)]$ in scaled units with $\kappa$ and $a$ fixed by the contacts, gives $1.73\times10^{16}$ cm⁻³ at 10 nm, so the ten-cell value there is about 49% too high.

### Equal contacts at 2 V

Now both contacts have density $10^{18}$ cm⁻³ and the right one is 2 V higher, or $77.36\,kT/e$. The coupled SG solution supplies the potential for both continuity schemes. The table lists the nodes at which the centred density is negative; at all other nodes it is positive:

| $x$ (nm) | SG $n$ (cm⁻³) | Centred $n$ (cm⁻³) |
|---:|---:|---:|
| 50 | $5.03\times10^{16}$ | $-1.04\times10^{17}$ |
| 70 | $4.12\times10^{16}$ | $-3.14\times10^{17}$ |
| 90 | $3.57\times10^{16}$ | $-6.74\times10^{17}$ |

The last cell has $\delta=12.90$. Dividing the SG value $eF=1.908$ A/cm² by $eD/h$ gives $Fh/D=4.607\times10^{17}$ cm⁻³. The upwind limit then yields $n_9=4.607\times10^{17}/12.90=3.57\times10^{16}$ cm⁻³. In the centred scheme, $eF_c=1.765$ A/cm² gives $F_ch/D=4.262\times10^{17}$ cm⁻³, and

$$n_9=\frac{4.262\times10^{17}-5.451\times10^{18}}{7.451}=-6.74\times10^{17}\ \text{cm}^{-3}.$$

The second term in the numerator is the large contact density with its wrong-signed weight.

Positivity is not accuracy. A collocation solution of the same differential equations gives $eF=1.615$ A/cm². Relative to it, the ten-cell SG current is 18.2% too high, whereas the centred current in the SG potential is only 9.3% too high. A closer current thus accompanies an unphysical density. The SG error falls to 5.8% with 20 cells, 1.7% with 40 and 0.45% with 80. The order observed between 400 and 800 cells is 2.00. With 400 cells the largest $|\delta|$ is 0.354; the centred density is then positive and differs from SG by at most 1.7% of the local SG value.

### The drift-only limit

Neglect diffusion and let the left contact supply unlimited charge, so that $\phi'(0)=0$. With $J=e\mu n\phi'$, Poisson's equation gives

$$\phi'\phi''=\frac{4\pi J}{\varepsilon\mu}\quad\Longrightarrow\quad
\phi'=\left(\frac{8\pi Jx}{\varepsilon\mu}\right)^{1/2}.$$

Integration from 0 to $L$ yields $V=\frac23(8\pi J/\varepsilon\mu)^{1/2}L^{3/2}$. Squaring gives the Mott-Gurney law,

$$J=\frac{9\varepsilon\mu V^2}{32\pi L^3}=\frac98\,\frac{eDn_s}{L}\left(\frac{eV}{kT}\right)^2. \tag{14}$$

At 2 V it gives 1.195 A/cm², so the full current is $1.615/1.195=1.35$ times larger. At 8 V, on 400 cells, the ratio is 1.04. Two effects lower the ratio as the bias rises: diffusion loses relative importance, and the finite contact density increasingly limits the supply. The second can carry the ratio below 1, so a value near 1 does not by itself show that (14) has become exact. Law (14) requires a typical density $JL/(e\mu V)=\frac98n_s\,eV/kT$, and this must remain far below the contact density. At 2 V it is $3.7\times10^{16}$ cm⁻³, about 4% of the contact value, and at 8 V about 15%; at sufficiently high bias the assumption of unlimited supply fails.

The equilibrium property rests on the Boltzmann relation between density and electrochemical potential, whereas the positivity proof needs only positive weights. For degenerate carriers the ratio $e^\delta$ is no longer the equilibrium ratio, and (1) with the ordinary Einstein relation does not preserve the correct equilibrium. The numerical output follows.

## Computed values

```
temperature 300 K; thickness 100 nm; permittivity 3
mobility 1.0e-03 cm^2/(V s); contact density 1.0e+18 cm^-3
thermal voltage kT/e = 0.02585 V; D = 2.5852e-05 cm^2/s
density unit n_s = 4.2860e+14 cm^-3; contact Debye length 2.070 nm
uniform field, d=4, n_0=1, n_10=10 (dimensionless), nodes 7 to 10:
  SG      1.00006 1.00302 1.16484 10.00000
  centred 0.66651 1.99986 -2.00020 10.00000
random cases 300; centred inverse has negative entries in 300
EQUILIBRIUM, built-in 0.8 V, 10 cells: x/nm, u, n_SG, n_centred (cm^-3)
      0   -0.0000   1.0000e+18   1.0000e+18
     10   -3.6590   2.5758e+16  -2.9316e+17
     20   -6.7170   1.2101e+15   6.1323e+16
     30   -9.7468   5.8480e+13  -1.2555e+16
     40  -12.7752   2.8300e+12   2.5676e+15
     50  -15.8036   1.3696e+11  -5.2533e+14
     60  -18.8320   6.6280e+09   1.0721e+14
     70  -21.8603   3.2076e+08  -2.2152e+13
     80  -24.8887   1.5523e+07   4.3040e+12
     90  -27.9170   7.5126e+05  -1.1065e+12
    100  -30.9454   3.6357e+04   3.6357e+04
largest relative deviation of SG from Boltzmann: 2e-16
SG net flux / one-way flux, last cell: 2e-16
centred spurious electron flux times e: 2.357e-06 A/cm^2
BIAS 2 V = 77.363 kT/e, 10 cells: x/nm, u, n_SG, n_centred (cm^-3)
      0    0.0000   1.0000e+18   1.0000e+18
     10   -0.7288   1.5535e+17   1.5345e+17
     20    2.1670   9.1452e+16   1.1295e+17
     30    7.1966   6.9299e+16   1.9295e+16
     40   13.8430   5.7646e+16   1.4756e+17
     50   21.8344   5.0270e+16  -1.0379e+17
     60   30.9986   4.5093e+16   2.8073e+17
     70   41.2150   4.1214e+16  -3.1365e+17
     80   52.3930   3.8173e+16   5.4323e+17
     90   64.4617   3.5710e+16  -6.7437e+17
    100   77.3635   1.0000e+18   1.0000e+18
10 cells, e*flux: SG 1.9082e+00, centred 1.7654e+00 A/cm^2
collocation reference, e*flux: 1.61491e+00 A/cm^2
  SG current error,  10 cells: +18.1593 %
  SG current error,  20 cells: +5.7977 %
  SG current error,  40 cells: +1.6927 %
  SG current error,  80 cells: +0.4548 %
  SG current error, 400 cells: +0.0188 %
  SG current error, 800 cells: +0.0047 %
observed order from 400 and 800 cells: 1.998
400 cells: largest |d| 0.354; centred/SG density differ by 1.73 %
Mott-Gurney current at 2 V: 1.1953e+00 A/cm^2
current / Mott-Gurney: 1.3510 at 2 V, 1.0393 at 8 V
```
